# Mittag-Leffler decay of a sinusoidal acid pattern under time-fractional subdiffusion

Q. Acid in an exposed resist diffuses during the post-exposure bake, and diffusion erases a sinusoidal pattern exponentially. Why should trapping change more than the rate?

A. It need not: if acid is captured and released at single rates, both fast compared with the decay of the pattern, traps merely slow the diffusion. But if the waits are spread very broadly, trapping also changes the form of the distribution of hop numbers, and with it the decay law. Take an acid density that is uniform in depth and varies along $x$ as

$$c(x,0)=c_0[1+m\cos(kx)],\qquad k=2\pi/\text{pitch}.$$

Each acid suffers a random displacement $X$, independent of its starting point and equally likely to either side. At time $t$ the density is the average of the shifted pattern:

$$\langle\cos k(x-X)\rangle=\cos(kx)\langle\cos kX\rangle+\sin(kx)\langle\sin kX\rangle .$$

The last average vanishes by symmetry. The pattern stays sinusoidal, its mean is unchanged, and its modulation is multiplied by $A(t)=\langle\cos kX\rangle$. If one hop has characteristic function $\lambda(k)$, the cosine average over one hop, then $n$ independent hops give $\lambda^n$. We therefore need the probability $P_n(t)$ of $n$ hops.

Q. How do the traps enter $P_n$?

A. Through the waiting-time density $\psi(t)$. I assume independent waits, all fresh at $t=0$. With $\tilde f(s)=\int_0^\infty e^{-st}f(t)\,dt$, the probability $\Psi(t)$ that a wait exceeds $t$ has transform $\tilde\Psi=(1-\tilde\psi)/s$. Having made $n$ hops means $n$ completed waits and one unfinished wait. Convolutions become products, so

$$\tilde P_n=\tilde\psi^{\,n}\frac{1-\tilde\psi}{s},\qquad
\tilde A=\sum_{n=0}^\infty\lambda^n\tilde P_n=\frac{1-\tilde\psi}{s(1-\lambda\tilde\psi)} .$$

Now let long waits have the tail $\Psi\approx(t/\tau)^{-\alpha}/\Gamma(1-\alpha)$, with $0<\alpha<1$. The mean wait is then infinite. Since $t^{-\alpha}$ transforms to $\Gamma(1-\alpha)s^{\alpha-1}$, we have $\tilde\Psi\approx\tau^\alpha s^{\alpha-1}$, and hence $1-\tilde\psi=s\tilde\Psi\approx(\tau s)^\alpha$ at small $s$.

For hops of variance $a^2$ and small $ka$, $\lambda\approx1-k^2a^2/2$. Write $p=(\tau s)^\alpha$ and $q=k^2a^2/2$. Then

$$1-\lambda\tilde\psi=1-(1-q)(1-p)=p+q-pq .$$

The product is smaller than $p+q$ by a factor below the smaller of $p$ and $q$, so it drops out at long times and long wavelengths. Dividing numerator and denominator by $\tau^\alpha$ gives

$$\tilde A(s)=\frac{s^{\alpha-1}}{s^\alpha+\kappa},\qquad \kappa=Kk^2,\qquad K=\frac{a^2}{2\tau^\alpha}.$$

Q. Is that the fractional diffusion equation, or merely something similar?

A. It is the same solution. The Caputo derivative is

$$D_t^\alpha f=\frac1{\Gamma(1-\alpha)}\int_0^t\frac{f'(t')}{(t-t')^\alpha}\,dt' .$$

This is a convolution of $f'$ with a function whose transform is $s^{\alpha-1}$. Its transform is therefore $s^{\alpha-1}[s\tilde f-f(0)]$. Putting the sinusoid into $D_t^\alpha c=K\,\partial_x^2c$, with constant $K$, gives $D_t^\alpha A=-\kappa A$ and $A(0)=1$. Thus

$$s^\alpha\tilde A-s^{\alpha-1}=-\kappa\tilde A,$$

which rearranges to the walk result.

Q. Then invert it. I expect some kind of exponential.

A. For large $s$, expand the geometric series:

$$\tilde A=\frac1s\,\frac1{1+\kappa s^{-\alpha}}=\sum_{n=0}^\infty(-\kappa)^n s^{-1-\alpha n}.$$

The inverse of $s^{-1-\alpha n}$ is $t^{\alpha n}/\Gamma(1+\alpha n)$. Therefore

$$A(t)=\sum_{n=0}^\infty\frac{(-z)^n}{\Gamma(1+\alpha n)}\equiv E_\alpha(-z),\qquad z=\kappa t^\alpha .$$

This is the Mittag-Leffler function. At $\alpha=1$, $\Gamma(1+n)=n!$ and the ordinary exponential returns, with $K$ becoming $D$.

The first terms also fix the displacement. Comparing $\langle\cos kX\rangle\approx1-k^2\langle X^2\rangle/2$ with $A\approx1-Kk^2t^\alpha/\Gamma(1+\alpha)$ at small $k$ gives

$$\langle X^2\rangle=\frac{2Kt^\alpha}{\Gamma(1+\alpha)} .$$

Q. An alternating series tells me little at late times. Could $A$ oscillate or change sign?

A. No, and the inversion integral shows why. A pole would require $s^\alpha=-\kappa$, or $\arg s=\pm\pi/\alpha$. These angles lie beyond $\pm\pi$, so there is no pole on the principal sheet. What remains is the cut along negative $s$. The large arcs vanish because $e^{st}$ decays there and $\tilde A\sim1/s$; the small circle vanishes because $s\tilde A\to0$. With $s=re^{\pm i\pi}$ on the two sides, the inward and outward parts combine to

$$A(t)=-\frac1\pi\int_0^\infty e^{-rt}\,\mathrm{Im}\,\tilde A(re^{i\pi})\,dr .$$

On the upper side, $e^{i\pi(\alpha-1)}=-e^{i\pi\alpha}$. Multiplying above and below by the conjugate denominator,

$$\tilde A(re^{i\pi})=-\frac{r^{\alpha-1}(r^\alpha+\kappa e^{i\pi\alpha})}{r^{2\alpha}+2\kappa r^\alpha\cos\pi\alpha+\kappa^2}.$$

Taking the imaginary part,

$$A(t)=\frac{\kappa\sin\pi\alpha}{\pi}\int_0^\infty
\frac{r^{\alpha-1}e^{-rt}}{r^{2\alpha}+2\kappa r^\alpha\cos\pi\alpha+\kappa^2}\,dr .$$

The denominator is $|r^\alpha e^{i\pi\alpha}+\kappa|^2>0$. So $A$ is a positive mixture of decaying exponentials: it is positive and falls monotonically.

Q. A mixture of exponentials could still end exponentially.

A. It would, apart from a more slowly varying factor, if the rates had a positive lower limit. Here they extend down to zero. At late times small $r$ dominates, and

$$\frac1{r^{2\alpha}+2\kappa r^\alpha\cos\pi\alpha+\kappa^2}
\approx\frac1{\kappa^2}\left(1-\frac{2r^\alpha\cos\pi\alpha}{\kappa}\right).$$

The first term integrates to $\sin(\pi\alpha)\Gamma(\alpha)/(\pi\kappa t^\alpha)$. The second gives $-\sin(2\pi\alpha)\Gamma(2\alpha)/(\pi\kappa^2t^{2\alpha})$, because $2\sin\pi\alpha\cos\pi\alpha=\sin2\pi\alpha$. The reflection formula $\Gamma(y)\Gamma(1-y)=\pi/\sin\pi y$ turns these into

$$A(t)=\frac1{\Gamma(1-\alpha)\,z}-\frac1{\Gamma(1-2\alpha)\,z^2}+\cdots,\qquad z\gg1 .$$

The leading term is the $t^{-\alpha}$ tail. It also varies as $1/k^2$, hence as pitch squared. By linearity, the $n$th harmonic of a more general periodic pattern has $\kappa_n=n^2\kappa$. Once all the relevant harmonics are in their tails, each is reduced by $1/n^2$ relative to the first, independently of time: the profile shrinks without changing shape.

Q. Which acids hold up this tail? I would like a picture that does not depend on a contour.

A. The acids that have hopped far fewer times than the average, though not necessarily few times in absolute number. Use

$$\frac1{s^\alpha+\kappa}=\int_0^\infty e^{-u(s^\alpha+\kappa)}\,du$$

to write

$$A(t)=\int_0^\infty h(u,t)e^{-\kappa u}\,du,\qquad \tilde h(u,s)=s^{\alpha-1}e^{-us^\alpha}.$$

To see what $u$ means, insert $\tilde\psi\approx e^{-(\tau s)^\alpha}$ into $\tilde P_n$. It becomes $\tau^\alpha\tilde h(n\tau^\alpha,s)$, so $u=n\tau^\alpha$ is a scaled hop number and $h$ its probability density. At $u=0$, inversion of $s^{\alpha-1}$ gives

$$h(0,t)=\frac{t^{-\alpha}}{\Gamma(1-\alpha)} .$$

When $\kappa t^\alpha$ is large, $e^{-\kappa u}$ selects small $u$, and $A\approx h(0,t)\int_0^\infty e^{-\kappa u}du=h(0,t)/\kappa$. That is the tail again. For $\alpha=1$, $\tilde h=e^{-us}$, so $h=\delta(u-t)$: in this continuum limit every acid has the same scaled hop number, none remains near zero, and the pattern is erased exponentially.

Q. So subdiffusion preserves the image better?

A. Not at every time. Early on, $A\approx1-z/\Gamma(1+\alpha)$, whose slope is proportional to $-t^{\alpha-1}$ and diverges as $t\to0$. Normal diffusion starts with the finite slope $-Dk^2$. The divergence belongs to the continuum equation, which does not resolve times comparable with $\tau$.

For a fair comparison, hold the rms displacement $L$ at the end $t_b$ of the bake fixed. This means

$$K=\frac{L^2\Gamma(1+\alpha)}{2t_b^\alpha},\qquad D=\frac{L^2}{2t_b}.$$

The mean of $u$ at $t_b$ is then $L^2/(2K)$, so $\kappa\langle u\rangle=k^2L^2/2=Dk^2t_b$. Since the exponential is convex,

$$A(t_b)=\langle e^{-\kappa u}\rangle>e^{-\kappa\langle u\rangle}=e^{-Dk^2t_b}.$$

The subdiffusive pattern thus starts lower and is higher by the end of the bake. The curves must cross before $t_b$.

Q. Put in numbers for a resist.

A. Take a pitch of 80 nm, $m=0.6$, a 60 s bake at 383 K and $L=20$ nm. I choose $\alpha=0.6$ as a model parameter. Then $k=2\pi/80=0.07854\ \mathrm{nm^{-1}}$ and $k^2L^2/2=1.234$. With $\Gamma(1.6)=0.8935$,

$$z(60\ \mathrm s)=0.8935\times1.234=1.102 .$$

The corresponding $K$ is $15.3\ \mathrm{nm^2/s^{0.6}}$ and $\kappa=0.0945\ \mathrm{s^{-0.6}}$. The matched normal diffusivity is $D=3.33\ \mathrm{nm^2/s}$, or $3.33\times10^{-14}\ \mathrm{cm^2/s}$.

| $t$ (s) | $z$ | $A$, subdiffusive | tail term | $A$, normal |
|---:|---:|---:|---:|---:|
| 6 | 0.277 | 0.749 | 1.628 | 0.884 |
| 60 | 1.102 | 0.386 | 0.409 | 0.291 |
| 600 | 4.388 | 0.109 | 0.103 | $4.4\times10^{-6}$ |
| 6000 | 17.47 | 0.0263 | 0.0258 | $2.6\times10^{-54}$ |

The curves cross at 37 s. At 6000 s the tail term is $1/(2.218\times17.47)=0.0258$, about 2% below the full result. Reaching $A=0.01$ takes about 29,500 s, against 224 s for normal diffusion. These long times examine the law; they are not a proposed process.

Q. At 60 s the tail term is only 6% off. Does an ordinary bake already show the power law?

A. No. With $z=1.1$, the large-$z$ expansion has no claim to accuracy, and at 6 s its leading term exceeds one. The closeness at 60 s does not establish a power law. Even at 6000 s the logarithmic slope is $-0.611$ rather than $-0.600$. The second term explains the sign of the difference: $\Gamma(1-2\alpha)=\Gamma(-0.2)$ is negative, so that term adds a positive contribution that falls faster, as $t^{-2\alpha}$.

The slow-acid picture can also be given numbers. At 6000 s, select acids with $\kappa u<3$. For given $u$ their displacement variance is $2Ku<6/k^2$, so their rms displacement is below $\sqrt6/k=31.2$ nm. They are 8.0% of the population and carry 94.8% of $A$.

Q. What independent evidence says that both the equation and the walk behave like this?

A. The Caputo equation was solved in real space on 48 points per period with 500 time steps. It gave $A=0.3862$ at 60 s and $0.0264$ at 6000 s, against $0.3858$ and $0.0263$ from the formula.

The walk was tested with 40,000 simulated acids, $ka=0.25$ and random waits whose transform is $e^{-(\tau s)^\alpha}$. At $z=1$ and $z=4$ it gave 0.416 and 0.118; the formula gives 0.413 and 0.120. The mean square displacement was 1.016 times its predicted value. These tests support the mathematics. They do not show that a particular resist subdiffuses.

Q. Polymer deprotection responds to acid throughout the bake. Why judge the image by the final acid pattern?

A. One should not judge it by that alone. Suppose that deprotection is weak, linear in acid and local to an immobile polymer, and that trapped acid reacts as readily as free acid. The modulation of the deprotection then follows the time average of $A$. Integrating the series gives

$$\frac1t\int_0^tA(t')\,dt'=\sum_{n=0}^\infty\frac{(-z)^n}{(\alpha n+1)\Gamma(\alpha n+1)}
=\sum_{n=0}^\infty\frac{(-z)^n}{\Gamma(\alpha n+2)} .$$

For normal diffusion the average is $(1-e^{-y})/y$, with $y=Dk^2t$. Over 60 s the averages are 0.543 for subdiffusion and 0.575 for normal diffusion. The rapid early loss outweighs the later advantage, even though the final acid modulation is higher. Over 600 s the order is reversed: 0.215 against 0.081. With strong deprotection the response saturates, and this linear average no longer suffices.

Q. Real traps surely do not have unlimited waiting times. What happens to the tail then?

A. It ends. Suppress long waits by a factor $e^{-bt}$ and renormalize, so that $\tilde\psi_b(s)=\tilde\psi(s+b)/\tilde\psi(b)$. For $\tau b\ll1$,

$$1-\tilde\psi_b=\frac{\tilde\psi(b)-\tilde\psi(s+b)}{\tilde\psi(b)}
\approx\tau^\alpha\Phi,\qquad \Phi=(s+b)^\alpha-b^\alpha .$$

The earlier steps, with $s^\alpha$ replaced by $\Phi$ in $1-\tilde\psi$, now give

$$\tilde A=\frac{\Phi}{s(\Phi+\kappa)} .$$

There is no pole at $s=0$, because $\Phi(0)=0$. Put $w=(s+b)^\alpha$. If $\kappa>b^\alpha$, then $\Phi+\kappa=w+\kappa-b^\alpha$ has no zero on the principal sheet, and the rightmost singularity is the branch point $s=-b$. Near it,

$$\frac{\Phi}{\Phi+\kappa}=1-\frac{\kappa}{w+\kappa-b^\alpha}
=\text{constant}+\frac{\kappa w}{(\kappa-b^\alpha)^2}+\cdots,$$

while $1/s\approx-1/b$. The inverse of $w$ is $e^{-bt}t^{-1-\alpha}/\Gamma(-\alpha)$, and $\Gamma(-\alpha)<0$. Hence

$$A(t)\approx\frac{\kappa\,e^{-bt}\,t^{-1-\alpha}}{b(\kappa-b^\alpha)^2|\Gamma(-\alpha)|} .$$

This form needs both $bt\gg1$ and $(\kappa-b^\alpha)t^\alpha\gg1$, so it sets in very late when $\kappa$ is close to $b^\alpha$. If $\kappa<b^\alpha$, a pole appears at $s=-b+(b^\alpha-\kappa)^{1/\alpha}$, between $-b$ and zero, and the final decay is again exponential.

For $1/b=600$ s, with $K$ held fixed and the displacement not matched again, $A$ is 0.319 at 60 s, 0.0191 at 600 s and $1.1\times10^{-7}$ at 6000 s. The late-time form above is twice too large at 600 s and still 10% too large at 6000 s. The value at 60 s is already 17% below the result without a cutoff. In a simulated walk at $z=4$ and $bt=3$, with the other settings as before, the cutoff lowered $A$ from 0.118 to 0.005; the formula with cutoff gives 0.003. The sampling error is about $\sqrt{1/(2\times40000)}=0.0035$, so the walk shows that the tail is gone but cannot distinguish 0.003 from zero.

Q. How close is the example to a real bake, and what would move its answer most?

A. The pitch, temperature and bake time are roughly those of a chemically amplified 193 nm immersion resist. A displacement of 20 nm is a rough value and a substantial blur at this pitch; the value of $\alpha$ is not a measured resist property. Constant $K$ is a weak assumption, because deprotection changes the polymer. Doubling $K$ throughout lowers $A(60\ \mathrm s)$ from 0.386 to 0.215, or by 44%. The unknown cutoff time can matter as much: at fixed $K$, $1/b=200$ s lowers it by 31% and $1/b=60$ s by 55%. At fixed $L$, $\alpha=0.3$ raises it by 12% and $\alpha=0.8$ lowers it by 11%. A quencher that instantly neutralizes 20% of the mean acid everywhere before transport raises $m$ from 0.6 to $0.6/0.8=0.75$. For 1 nm hops, using $1-\cos ka$ in place of $k^2a^2/2$ lowers $\kappa$ by just 0.05%.

Q. The acid was made at exposure, not at the start of the bake, and the wafer does not heat instantly. Does that spoil the fresh start?

A. It can. Suppose, however, that all escape rates share one Arrhenius factor $g(T)$, equal to one at 383 K, and that $\alpha$ does not vary with temperature. In the clock $\theta=\int g(T)\,dt$, the walk is the one already solved, so $A=E_\alpha(-\kappa\theta^\alpha)$. For a rough activation energy of 1 eV, a 600 s delay at 296 K adds the equivalent of 0.08 s of bake. An exponential warm-up with a 3 s time constant has a larger effect: the 60 s bake counts as 52.4 s, and $A$ rises to 0.409. If different traps have different activation energies, this single clock is no longer exact, and that is the usual thermal origin of a power-law wait: trap depths distributed as $e^{-E/E_0}$ give $\alpha=k_BT/E_0$, which would fall from 0.6 at 383 K to 0.46 at 296 K. In such a model with 1 nm hops, the depths that matter in a 60 s bake span about 0.36 eV. With 0.64 to 1 eV for the shallowest traps, $A$ after the warm-up differs from the single-clock value by about 0.002.

Q. Could one at least see the surviving pattern at 6000 s?

A. Not easily in this example. Estimate the relative modulation from $N$ acid positions as $(2/N)\sum_i\cos(kx_i)$. For nearly uniform positions the variance is $(4/N^2)(N/2)=2/N$. With a rough density of $0.05\ \mathrm{nm^{-3}}$, a 40 nm film and an 80 nm length of line, one period contains

$$N=0.05\times40\times80\times80=12800,$$

and the noise is 0.0125. The signal $mA$ is 0.23 at 60 s but 0.016 at 6000 s, barely above the noise.

Acid loss makes matters worse. First-order loss at one rate everywhere, the same for trapped and free acid, multiplies the mean and the modulation by the same factor, so their ratio is unchanged on average. At a rough rate of $10^{-3}\ \mathrm{s^{-1}}$, 94% of the acid remains after 60 s, but 0.25% after 6000 s. That leaves about 32 acids and a noise of $\sqrt{2/32}=0.25$, which hides the tail in a single period. One would have to average over many periods, and the cutoff time of the traps would still decide whether a tail was there to find.

## Table of computed values

```
order alpha = 0.6; pitch = 80 nm; modulation m = 0.6
bake = 60 s at 383 K; rms displacement = 20 nm
wavenumber k = 0.07854 1/nm
K = 15.319 nm^2/s^0.6; kappa = 0.09450 s^-0.6
matched normal D = 3.333 nm^2/s = 3.33e-14 cm^2/s
Gamma(1+alpha) = 0.8935; Gamma(1-alpha) = 2.2182
characteristic time kappa^(-1/alpha) = 51.0 s
t (s) | z | A subdiffusive | tail formula | A normal
6 | 0.277 | 0.7488 | 1.6282 | 8.839e-01
60 | 1.102 | 0.3858 | 0.4090 | 2.912e-01
600 | 4.388 | 0.1087 | 0.1027 | 4.386e-06
6000 | 17.471 | 0.0263 | 0.0258 | 2.637e-54
curves cross at 36.7 s
1% amplitude: subdiffusive 29527 s, normal 224 s
log-log slope of A at 6000 s = -0.6111
grid solution A: 60 s 0.3862, 6000 s 0.0264
walk A at z=1: 0.4160; formula 0.4133
walk A at z=4: 0.1176; formula 0.1195
walk mean square displacement / formula = 1.016
walk with cutoff, z=4, bt=3: 0.0049; formula 0.0029
slow acids at 6000 s: scaled hop number v < 0.172
  their rms displacement is below 31.2 nm
  population 8.0 %, share of A 94.8 %
time-averaged A to 60 s: subdiffusive 0.5434, normal 0.5745
time-averaged A to 600 s: subdiffusive 0.2155, normal 0.0811
Neglected effects (rough inputs):
cutoff time 600 s: A(60 s) = 3.192e-01
cutoff time 600 s: A(600 s) = 1.912e-02
cutoff time 600 s: A(6000 s) = 1.075e-07
acid loss 1e-03 1/s: left at 60 s 0.942, at 6000 s 0.0025
K doubled: A(60 s) = 0.2152
quencher 0.2 of mean acid: m = 0.750
hop length 1 nm: kappa lowered by 0.051 %
clock: activation 1.0 eV, room 296 K, warm-up 3 s
  effective bake 52.4 s, A = 0.4088
  600 s delay at room = 0.081 s of bake
acid density 0.05 1/nm^3; film 40 nm; line 80 nm
  acids counted 12800; noise of relative modulation 0.0125
  modulation m*A: 60 s 0.2315, 6000 s 0.0158
```
